# Brillouin frequency shifts from width disorder in a silicon wire

Light guided along a suspended silicon wire can set its cross-section vibrating: the sidewalls move apart and together at about ten gigahertz, and the vibration scatters light between two optical frequencies that differ by the acoustic frequency. The acoustic line is only tens of megahertz wide, while lithography and etching leave the width uncertain by about a nanometre. Does one nanometre in 450 matter?

## The estimate

Both sidewalls are free, so the simplest width vibration fits half an acoustic wavelength across the width \(w\). With sound speed \(v\),

\[
f=\frac{v}{2w},\qquad \frac{df}{dw}=-\frac{v}{2w^2}=-\frac fw .
\]

For \(v\approx 9.15\) km/s and \(w=450\) nm, \(f\approx10.16\) GHz. Dividing by 450 nm gives \(-22.6\) MHz/nm, or roughly 20 MHz per nanometre. The fractional change is small, but it multiplies a large frequency, and the result is comparable with the linewidth.

The estimate concerns forward scattering within one optical mode. The two optical waves then have nearly equal wavenumbers, and the phonon has an axial wavenumber \(K=2\pi f n_g/c\), where \(n_g\) is the optical group index. With a rough \(n_g=4.2\) and the refined frequency of 9.32 GHz found below, \(K\approx820\) m\(^{-1}\), against \(\pi/w\approx7\times10^6\) m\(^{-1}\) across the wire. The motion is therefore almost uniform along the wire. In backward scattering \(K\) is large and this half-wave law does not apply.

## The resonator equation

Let \(x\) run across the width, \(y\) vertically and \(z\) along the wire. Keep only a displacement \(u(x,t)\) along \(x\). With density \(\rho\) and stiffness \(C\),

\[
\rho\,\partial_t^2u=C\,\partial_x^2u,\qquad C\,\partial_xu=0\ \text{ at }x=\pm w/2,
\]

the second condition stating that free walls carry no stress. Setting \(u=U(x)e^{-i\omega t}\) gives \(U''=-k^2U\), with \(k=\omega/v\) and \(v=\sqrt{C/\rho}\).

Assume that the optical force is mirror-symmetric about the centre. It pushes the two walls in opposite directions, so \(U\) is odd: \(U=U_0\sin kx\). The wall condition becomes \(\cos(kw/2)=0\), whose lowest solution is \(k=\pi/w\). Hence \(\omega=\pi v/w\) and \(f=\omega/2\pi=v/(2w)\).

In atomic units \(\hbar=1\), so the phonon energy is simply \(\pi v/w\). For the wire above it is \(4.20\times10^{-5}\) eV, with slope \(-9.3\times10^{-9}\) eV/angstrom.

The stiffness depends on crystal direction. Take a (001) wafer with the wire along [110], so that \(x\) is also a \(\langle110\rangle\) direction. A strain \(e\) along \(x\) has cubic-axis components \(e_{XX}=e_{YY}=e/2\) and \(e_{XY}=-e/2\). The engineering shear is \(2e_{XY}=-e\), and the energy density is

\[
\tfrac12C_{11}\left(\tfrac{e^2}{4}+\tfrac{e^2}{4}\right)+C_{12}\tfrac{e^2}{4}+\tfrac12C_{44}e^2
=\tfrac12\left[\tfrac{C_{11}+C_{12}}2+C_{44}\right]e^2 .
\]

The bracket is \(C\). With rough values \(C_{11}=166\), \(C_{12}=64\), \(C_{44}=80\) GPa and \(\rho=2.33\) g/cm\(^3\), \(C=115+80=195\) GPa and \(v=\sqrt{195/2.33}=9.15\) km/s. Across a \(\langle100\rangle\) direction \(C=C_{11}\), which gives 8.44 km/s and \(-20.8\) MHz/nm at the same width.

## What the free top and bottom change

The one-dimensional model forbids vertical motion, but the top and bottom faces are free. A vertical strain \(e_v\) changes the energy density to

\[
\tfrac12Ce^2+C_{12}\,e\,e_v+\tfrac12C_{11}e_v^2 .
\]

In a wire of height \(h\ll w\) the vertical stress relaxes. Setting the derivative with respect to \(e_v\) to zero gives \(e_v=-\nu e\), with \(\nu=C_{12}/C_{11}\). Substitution leaves \(\tfrac12C_pe^2\), where

\[
C_p=C-\frac{C_{12}^2}{C_{11}} .
\]

The speed falls to \(v_p=\sqrt{C_p/\rho}=8.55\) km/s and the frequency to \(f_p=v_p/(2w)=9.50\) GHz.

The vertical motion also carries kinetic energy. To find its effect to order \((kh)^2\), use the trial motion

\[
\begin{aligned}
u_x&=U_0\sin kx\left[1-\frac{\nu k^2}{2}\left(y^2-\frac{h^2}{12}\right)\right],\\
u_y&=-\nu k y\,U_0\cos kx .
\end{aligned}
\]

The shear strain vanishes, because \(\partial_yu_x=-\nu k^2yU_0\sin kx\) cancels \(\partial_xu_y=+\nu k^2yU_0\sin kx\). The bracket's correction averages to zero over the height, since \(\langle y^2\rangle=h^2/12\). It therefore changes neither the elastic energy nor the horizontal kinetic energy at order \((kh)^2\). What remains is \(\langle u_y^2\rangle=\nu^2k^2h^2U_0^2\cos^2(kx)/12\). The averages of \(\sin^2kx\) and \(\cos^2kx\) across the width are equal, so the ratio of elastic to kinetic terms gives

\[
\omega^2\simeq\frac{C_pk^2}{\rho\,(1+\nu^2k^2h^2/12)} .
\]

The strains omitted from the trial motion are of relative order \((kh)^2\). Because this energy ratio is stationary at the true mode, they alter \(\omega^2\) only at order \((kh)^4\). Taking the square root, with \(k=\pi/w\),

\[
f\simeq f_p\left[1-\frac{\pi^2}{24}\nu^2\frac{h^2}{w^2}\right].
\]

For \(h=220\) nm the correction is 0.0146 and \(f\simeq9.36\) GHz. Since \(f_p\propto1/w\), the bracket's second term contributes a \(w^{-3}\) term to \(f\). Differentiating at fixed height gives

\[
\frac{\partial f}{\partial w}\simeq-\frac{f_p}{w}\left[1-\frac{\pi^2}{8}\nu^2\frac{h^2}{w^2}\right]\approx-20.2\ \text{MHz/nm}.
\]

## Comparison with the full cross-section

The ratio \(h/w\approx0.49\) is not very small. The full elastic problem for a rectangle with four free faces was therefore solved by making the same energy ratio stationary over polynomial displacements. The results for the \(\langle110\rangle\) wire are:

- frequency 9.32 GHz;
- width slope \(-19.6\) MHz/nm at fixed height;
- height slope \(-2.2\) MHz/nm at fixed width.

The squared overlap of this mode with the half-wave motion is 0.95, so the simple picture identifies the right vibration. It overestimates the slope by 15% relative to the full solution. With \(x\) along \(\langle100\rangle\), the full slope is \(-18.0\) MHz/nm.

The two slopes are linked. Classical elasticity contains no length of its own, so scaling \(w\) and \(h\) by \(s\) divides \(f\) by \(s\). Differentiating \(f(sw,sh)=f(w,h)/s\) at \(s=1\) gives

\[
w\frac{\partial f}{\partial w}+h\frac{\partial f}{\partial h}=-f .
\]

Numerically, \(450\times19.64+220\times2.175\approx9317\) MHz. The height takes a small share of the total sensitivity, which is why the width slope is smaller than \(f/w\). The thin-wire formula gives a height slope of only \(-1.3\) MHz/nm. It is good for the frequency here, but higher orders matter for this small derivative.

## From a slope to a disordered line

Consider first wires that are each uniform but differ in width. A 1 nm difference displaces the whole line by about 20 MHz without broadening it. Two such wires, each with a linewidth \(\Gamma=30\) MHz, still overlap, but they no longer share a peak.

Now let the width vary slowly along one wire, with a Gaussian distribution of rms value \(\sigma_w=1\) nm. To first order the frequency spread is

\[
\sigma_f=\left|\frac{\partial f}{\partial w}\right|\sigma_w=19.6\ \text{MHz}.
\]

An independent 1 nm rms height variation would add 2.2 MHz in quadrature, which is negligible beside it.

Each slice responds as a Lorentzian of full width \(\Gamma\) at half maximum. Let \(P\) be the response at line centre divided by that of a uniform wire, for the same drive and coupling. Writing a slice's frequency offset as \(\sqrt2\,\sigma_ft\) and defining \(a=\Gamma/(2\sqrt2\,\sigma_f)\),

\[
P=\frac1{\sqrt\pi}\int_{-\infty}^{\infty}e^{-t^2}\frac{a^2}{a^2+t^2}\,dt .
\]

Insert \(1/(a^2+t^2)=\int_0^\infty e^{-\lambda(a^2+t^2)}d\lambda\) and do the Gaussian integral over \(t\):

\[
P=a^2\int_0^\infty\frac{e^{-\lambda a^2}}{\sqrt{1+\lambda}}\,d\lambda .
\]

With \(q=a\sqrt{1+\lambda}\), \(d\lambda=2q\,dq/a^2\) and \(\lambda a^2=q^2-a^2\), so

\[
P=2a\,e^{a^2}\int_a^\infty e^{-q^2}dq=\sqrt\pi\,a\,e^{a^2}\operatorname{erfc}(a).
\]

For weak disorder \(a\to\infty\) and \(P\to1\). For strong disorder \(P\to\sqrt\pi\,a\), so the peak falls inversely with \(\sigma_f\). Here \(a=30/(2\sqrt2\times19.64)=0.54\) and \(P=0.57\). The line broadens from 30 to 64 MHz: one nanometre of slow disorder removes about 43% of the peak response.

## When slices do not respond independently

Motion along the wire couples neighbouring slices. For small \(K\), \(f(K)=f(0)+\beta K^2\), and the full elastic solution for the \(\langle110\rangle\) wire gives \(\beta=-87\) MHz µm\(^2\). The value depends on crystal direction and is less than half as large for a \(\langle100\rangle\) wire. Replacing \(K\) by \(-i\partial_z\) gives an equation for the slowly varying amplitude \(A(z)\) under a uniform drive \(F\) at frequency \(f\):

\[
\left[f_{\rm loc}(z)-f-\frac{i\Gamma}{2}-\beta\,\partial_z^2\right]A=F .
\]

If the width varies over a length \(L\), the derivative term is of order \(|\beta|/L^2\). It is negligible compared with the damping when

\[
L\gg\sqrt{|\beta|/\Gamma}=\sqrt{87.4/30}\ \text{µm}\approx1.7\ \text{µm}.
\]

This equation was solved for a random width profile with 1 nm rms variation, whose correlation falls to \(1/e\) at a chosen length. Averaging independent slices of that profile gives a relative peak of 0.578. The full amplitude equation also gives 0.578 for a 50 µm correlation length, but 0.778 when the same profile is compressed to 1 µm. Axial coupling then averages out part of the disorder. The 1 µm profile contains wavenumbers near 1 µm\(^{-1}\), well above the 0.07 µm\(^{-1}\) up to which the quadratic law for \(f(K)\) was checked, and the number comes from a single random profile, with a scatter of about 0.04 from one profile to another, so 0.778 shows the trend and is not a precise prediction. The frequency spread obtained from the slope therefore describes slow width drift, and it overstates the broadening from short-range roughness.

## Reading the estimate for a real wire

The dimensions, the nanometre disorder and the 30 MHz linewidth are rough typical values. Suspended wires of about this size do resonate near 9 GHz, as a rough figure.

Real walls can carry oxide. A skin of thickness \(t_o\) and density \(\rho_o\) on each sidewall adds mass where the motion is largest. The half-wave mode has effective mass \(\rho w/2\) per unit wall area, and the two skins add \(2\rho_ot_o\). Since \(f\) varies as the inverse square root of mass,

\[
\frac{\delta f}{f}\simeq-\frac12\,\frac{2\rho_ot_o}{\rho w/2}=-\frac{2\rho_ot_o}{\rho w}.
\]

For 1 nm skins with \(\rho_o=2.2\) g/cm\(^3\), the half-wave model gives \(-43\) MHz at fixed silicon width, and solving the layered half-wave resonator gives \(-42\) MHz. Both numbers leave out the vertical motion of the full cross-section and any oxide on the top and bottom faces, so they give only the rough size of the shift. In the full cross-section the sidewall skins give about \(-37\) MHz, and 1 nm on all four faces gives about \(-58\) MHz. A uniform skin is only an offset, but variation in its thickness can rival variation in the silicon width. Oxidation also consumes silicon, which raises the frequency and is not included in these numbers; at roughly 0.44 nm of silicon per nanometre of oxide it cancels nearly half of the sidewall shift.

Warming by 10 K lowers the frequency by about 3 MHz, for a rough relative stiffness change of \(-7\times10^{-5}\) per kelvin. Tilting the sidewalls by 5 degrees at fixed mid-height width leaves the slope at \(-19.7\) MHz/nm. The calculated frequency shift, 0.02 MHz, lies below the roughly 1 MHz to which convergence was checked, so it shows only that the effect is small. The finite forward wavenumber shifts the line by about 60 Hz.

A supporting pedestal changes the boundary conditions, and its frequency shift has not been calculated. A wire buried in oxide radiates sound into its surroundings and is not the free resonator assumed here. For a suspended wire close to 450 nm wide and 220 nm high, 20 MHz per nanometre is a useful sensitivity. For wires of this height from about 400 nm wide upward it changes roughly as \(1/w^2\), as the half-wave law suggests. The rule fails as the width approaches the height, because the mode loses its half-wave character: at 300 nm the slope is only about \(-34\) MHz/nm, against \(-44\) MHz/nm from \(1/w^2\) scaling. The absolute frequency also needs the actual support, surface layers and elastic constants. The complete values are in the numerical output below.

## Numbers as computed

```
input C11: 166 GPa
input C12: 64 GPa
input C44: 80 GPa
input density: 2.33 g/cm3
input width: 450 nm
input height: 220 nm
input rms width variation: 1 nm
input rms height variation: 1 nm
input intrinsic linewidth: 30 MHz
stiffness across width <110>: 195 GPa
sound speed across width <110>: 9.148 km/s
half-wave frequency <110>: 10.16 GHz
half-wave slope <110>: -22.59 MHz/nm
half-wave phonon energy: 4.204e-05 eV
half-wave energy slope: -9.342e-09 eV/angstrom
sound speed across width <100>: 8.441 km/s
half-wave slope <100>: -20.84 MHz/nm
thin-wire speed <110>: 8.55 km/s
thin-wire frequency <110>: 9.5 GHz
with vertical inertia: 9.361 GHz
full cross-section frequency <110>: 9.317 GHz
squared overlap with half-wave motion: 0.9478 (no unit)
full cross-section width slope <110>: -19.64 MHz/nm
full cross-section width slope <100>: -18 MHz/nm
full cross-section height slope <110>: -2.175 MHz/nm
rms spread, half-wave slope: 22.59 MHz
rms spread, full width slope: 19.64 MHz
rms spread from height: 2.175 MHz
Voigt parameter a: 0.54 (no unit)
peak relative to uniform wire: 0.5702 (no unit)
linewidth with disorder: 64.34 MHz
axial curvature beta: -87.43 MHz um2
length sqrt(|beta|/linewidth): 1.707 um
random profile, local peak: 0.5778 (no unit)
long correlation length: 50 um
random profile, wave peak, long: 0.5776 (no unit)
short correlation length: 1 um
random profile, wave peak, short: 0.778 (no unit)
input sidewall angle from vertical: 5 degrees
shift from sidewall angle, full: 0.02499 MHz
small angle for square law: 0.2 degrees
square law extended to full angle: 0.06394 MHz
squared overlap with tilted walls: 0.9451 (no unit)
width slope with tilted walls: -19.66 MHz/nm
input oxide skin on each sidewall: 1 nm
input oxide density: 2.2 g/cm3
input oxide sound speed: 6 km/s
shift from oxide skin, layered wire: -42.48 MHz
shift from oxide skin, mass formula: -42.66 MHz
input relative stiffness drift: -7e-05 per K
input warming: 10 K
shift from warming: -3.261 MHz
input optical group index: 4.2 (no unit)
forward phonon wavenumber: 820.1 1/m
shift from phonon wavenumber: -58.8 Hz
```
